# Isothermal Laminar Gas Flow and Residence Time in a Narrow Tube

## Result and assumptions

**Theorem.** An ideal gas flows steadily through a straight round tube of radius \(a\) and length \(L\). The pressures just inside the inlet and the outlet are \(p_1>p_2\). Under assumptions 1 to 4 below, the molar rate is
\[
\dot n=\frac{\pi a^4\,(p_1^2-p_2^2)}{16\,\mu R T L}. \tag{1}
\]
Here \(\mu\) is the viscosity, \(T\) the temperature and \(R\) the gas constant. The coordinate \(x\) runs from inlet to outlet, \(r\) is the distance from the axis, and a prime on \(p\) or \(U\) means \(d/dx\).

1. The tube is long and narrow. The pressure changes appreciably only over distances much larger than \(a\), so it is uniform over each cross-section, and axial viscous terms are negligible beside radial ones.
2. The temperature is uniform, and \(\mu\) does not depend on pressure.
3. The flow is laminar and inertia is negligible: the force that accelerates the gas is small beside the pressure force.
4. The gas is at rest at the wall. This requires a mean free path much smaller than \(a\), also at the outlet, where the gas is thinnest.

The rate depends on the difference of the squared pressures because a gas, unlike a liquid, becomes less dense as it moves down the pressure gradient. The volume flow therefore grows along the tube while the molar flow stays the same.

## Proof

**Lemma 1 (local flow).** At each \(x\), the axial velocity \(u\) and its section mean \(U\) are
\[
u(r)=\frac{-p'}{4\mu}(a^2-r^2),\qquad U=\frac{a^2}{8\mu}(-p'). \tag{2}
\]

*Proof.* Consider a coaxial cylinder of gas of radius \(r\) and length \(dx\). The pressure on its two ends gives a net forward force \(-p'\,\pi r^2dx\). The surrounding gas acts on its side with the force \(\mu(du/dr)\,2\pi r\,dx\), which is negative because the velocity falls towards the wall. Without inertia the two forces add to zero:
\[
-p'\,\pi r^2+2\pi r\mu\frac{du}{dr}=0
\quad\Rightarrow\quad
\frac{du}{dr}=\frac{p'}{2\mu}\,r .
\]
Since \(p'\) does not depend on \(r\), integration from \(r\) to \(a\) with \(u(a)=0\) gives the parabola in (2). Its section mean is
\[
U=\frac{1}{\pi a^2}\int_0^a u\,2\pi r\,dr
=\frac{-p'}{2\mu a^2}\int_0^a(a^2r-r^3)\,dr
=\frac{-p'}{2\mu a^2}\,\frac{a^4}{4}
=\frac{a^2}{8\mu}(-p').\qquad\blacksquare
\]

*Proof of the theorem.* An ideal gas holds \(p/(RT)\) moles per unit volume. The molar rate through a section is this density times the volume flow \(\pi a^2U\):
\[
\dot n=\frac{p}{RT}\,\pi a^2U=-\frac{\pi a^4}{8\mu RT}\,p\,p'. \tag{3}
\]
In steady flow no gas accumulates between two sections, so \(\dot n\) is the same at every \(x\). Because \(pp'=\tfrac12(p^2)'\), integration of (3) from \(0\) to \(L\) gives
\[
\dot nL=-\frac{\pi a^4}{16\mu RT}\,(p_2^2-p_1^2),
\]
which is (1). \(\blacksquare\)

**Remark (which density to use).** Factoring the difference of squares gives
\[
\dot n=\frac{1}{RT}\,\frac{p_1+p_2}{2}\;\frac{\pi a^4(p_1-p_2)}{8\mu L}.
\]
This is the constant-density formula with the density taken at the arithmetic mean of the end pressures. Using the inlet density instead multiplies the rate by \(2p_1/(p_1+p_2)\). That factor tends to 1 for a small pressure drop and to 2 for \(p_2\ll p_1\).

## Pressure, speed and residence time

**Corollary 1.** The pressure and the mean speed along the tube are
\[
p(x)^2=p_1^2-(p_1^2-p_2^2)\frac{x}{L},\qquad U(x)=\frac{\dot nRT}{\pi a^2\,p(x)}. \tag{4}
\]

*Proof.* By (3), \((p^2)'\) is constant, so \(p^2\) falls linearly between its end values. The speed follows from the first equality in (3). \(\blacksquare\)

The pressure curve is steepest at the outlet. The distance over which the pressure changes appreciably is
\[
\frac{p}{-p'}=\frac{2p^2L}{p_1^2-p_2^2},
\]
and assumption 1 requires this to be much larger than \(a\) even at \(p=p_2\).

**Corollary 2.** The mean residence time in the tube, defined as the moles held divided by the molar rate, is
\[
t=\frac{32\,\mu L^2}{3a^2}\,\frac{p_1^3-p_2^3}{(p_1^2-p_2^2)^2}. \tag{5}
\]

*Proof.* The tube holds \(N=(\pi a^2/RT)\int_0^Lp\,dx\) moles. From (4), \(2p\,dp=-(p_1^2-p_2^2)\,dx/L\), so
\[
\int_0^Lp\,dx=\frac{2L}{p_1^2-p_2^2}\int_{p_2}^{p_1}p^2\,dp
=\frac{2L}{3}\,\frac{p_1^3-p_2^3}{p_1^2-p_2^2}.
\]
Dividing \(N\) by (1) cancels \(RT\) and gives
\[
t=\frac{2\pi a^2L}{3RT}\,\frac{p_1^3-p_2^3}{p_1^2-p_2^2}\cdot\frac{16\mu RTL}{\pi a^4(p_1^2-p_2^2)},
\]
which is (5). \(\blacksquare\)

This time also equals \(\int_0^Ldx/U\), because \(1/U=\pi a^2p/(\dot nRT)\).

**Two limits.** For a small drop \(\Delta p=p_1-p_2\) about a pressure \(p\), the differences become \(p_1^2-p_2^2\approx2p\Delta p\) and \(p_1^3-p_2^3\approx3p^2\Delta p\). Then
\[
\dot n\approx\frac{p}{RT}\,\frac{\pi a^4\Delta p}{8\mu L},\qquad
t\approx\frac{8\mu L^2}{a^2\Delta p}=\frac{L}{U},
\]
as for a liquid. For \(p_2\ll p_1\), provided that the assumptions still hold at the outlet,
\[
\dot n\approx\frac{\pi a^4p_1^2}{16\mu RTL},\qquad t\approx\frac{32\mu L^2}{3a^2p_1}.
\]
The rate then hardly depends on \(p_2\), since its relative shortfall from this limit is \((p_2/p_1)^2\). The assumptions cannot hold all the way down to \(p_2=0\): by (4) the outlet speed grows without bound, and inertia and slip both become important.

## Corrections for the neglected effects

Each correction is taken alone, to first order, with the end pressures held fixed.

**Proposition 1 (slip).** Let the gas at the wall move with speed \(-\lambda\,du/dr\), Maxwell's approximate slip condition for molecules that are scattered diffusely; a more exact kinetic treatment gives a slip speed about 15 % larger. The mean free path is \(\lambda=(\mu/p)\sqrt{\pi RT/(2M)}\), with \(M\) the molar mass. Then the rate increases by the fraction
\[
\frac{8\lambda p}{a(p_1+p_2)},\qquad \lambda p=\text{constant}. \tag{6}
\]

*Proof.* The force balance of Lemma 1 still gives \(du/dr=p'a/(2\mu)\) at the wall. The wall speed \(\lambda a(-p')/(2\mu)\) is added to the whole profile, so
\[
U=\frac{a^2}{8\mu}(-p')\left(1+\frac{4\lambda}{a}\right).
\]
In (3), \(p\) is replaced by \(p+4\lambda p/a\), whose second term is constant. The integral over pressure becomes
\[
\tfrac12(p_1^2-p_2^2)+\frac{4\lambda p}{a}(p_1-p_2),
\]
and the ratio of the second term to the first is (6). \(\blacksquare\)

**Proposition 2 (inertia).** Let \(\rho\) be the mass density, \(G=\rho U=\dot nM/(\pi a^2)\) the mass flux, and \(Re=2aG/\mu\) the Reynolds number. Then
\[
-p'=\frac{8\mu U}{a^2}+2GU', \tag{7}
\]
and the rate decreases by the fraction \(\tfrac18Re\,(a/L)\ln(p_1/p_2)\).

*Proof.* Write the undisturbed profile as \(u=Uf\) with \(f=2(1-r^2/a^2)\). Since \(G\) is constant, \(\rho u=Gf\) does not change along the tube. Mass conservation then requires no radial velocity at this order, and the mass times acceleration per unit volume is \(\rho u\,\partial u/\partial x=GU'f^2\). The corrected velocity obeys
\[
GU'f^2=-p'+\frac{\mu}{r}\frac{\partial}{\partial r}\left(r\frac{\partial u}{\partial r}\right).
\]
Multiply by \(f\) and take the section mean, written \(\langle\cdot\rangle\). Two integrations by parts move the derivatives from \(u\) to \(f\). The boundary terms vanish because both functions are zero at the wall and \(r=0\) on the axis. Since \(\frac1r\frac{d}{dr}(r\frac{df}{dr})=-8/a^2\), the viscous term becomes \(-8\mu U/a^2\). With \(q=r^2/a^2\),
\[
\langle f\rangle=\int_0^12(1-q)\,dq=1,\qquad \langle f^3\rangle=\int_0^18(1-q)^3dq=2,
\]
which gives (7).

Now multiply (7) by \(p\). By (4), \(pU\) is constant, so \(pU'=-Up'=(pU)(-p'/p)\). Integration along the tube gives
\[
\frac{p_1^2-p_2^2}{2}=\frac{\dot nRT}{\pi a^2}\left[\frac{8\mu L}{a^2}+2G\ln\frac{p_1}{p_2}\right].
\]
The second term in the bracket, relative to the first, is \(Ga^2\ln(p_1/p_2)/(4\mu L)\). Inserting \(G=\mu Re/(2a)\) gives the stated fraction. \(\blacksquare\)

The factor 2 in (7) differs from the momentum-flux factor \(\langle f^2\rangle=4/3\). Inertia also distorts the profile and so changes the wall friction, and (7) includes this change.

Relative to the pressure gradient, the inertial term is \(2GU'/(-p')=2\rho U^2/p\). This ratio must be small at every \(x\), and it is largest at the outlet. A small value of \(Re\,a/L\) does not secure this if \(p_2\) is very low.

**Proposition 3 (non-ideal gas).** If the molar density is \(p/(ZRT)\) with \(Z=1+Bp/(RT)\), where \(B\) is the second virial coefficient, the rate changes by the fraction
\[
-\frac{2B}{3RT}\,\frac{p_1^3-p_2^3}{p_1^2-p_2^2}.
\]

*Proof.* To first order, \(p\) in (3) is replaced by \(p-Bp^2/(RT)\). The pressure integral becomes \(\tfrac12(p_1^2-p_2^2)-B(p_1^3-p_2^3)/(3RT)\), and the ratio of its terms is the stated fraction. \(\blacksquare\)

**Proposition 4 (temperature across the tube).** With the wall held at \(T\), the gas on the axis is colder than the wall by \(2\mu U^2/k\), where \(k\) is the thermal conductivity.

*Proof.* Neglect the heat that the flow carries along the tube because of the small temperature differences. In an ideal gas of nearly uniform temperature, radial conduction then balances two sources per unit volume: the expansion term \(up'\), which cools, and viscous heating \(\mu(du/dr)^2\). With \(s=r/a\) and (2), their sum is
\[
-\frac{16\mu U^2}{a^2}(1-s^2)+\frac{16\mu U^2}{a^2}s^2=\frac{16\mu U^2}{a^2}(2s^2-1).
\]
Its section mean is zero, because \(\int_0^1(2s^2-1)\,2s\,ds=0\). At this order the gas needs no net heat from the wall. The conduction equation is
\[
\frac{k}{a^2s}\frac{d}{ds}\left(s\frac{dT}{ds}\right)=-\frac{16\mu U^2}{a^2}(2s^2-1).
\]
One integration from the axis gives \(dT/ds=(8\mu U^2/k)(s-s^3)\). A second, from 0 to 1, gives a wall temperature higher than that of the axis by \((8\mu U^2/k)(\tfrac12-\tfrac14)=2\mu U^2/k\). \(\blacksquare\)

## Example: a methane feed capillary

A capillary of radius 75 µm and length 1 m connects a CH4 line at 760 Torr to a diamond deposition chamber at 100 Torr. The tube is at 300 K. Rough gas properties are \(\mu=11\) µPa s, \(M=16.04\) g/mol, \(k=0.034\) W/(m K) and \(B=-42\) cm³/mol.

**Rate.** The prefactor of (1) is
\[
\frac{\pi(75\times10^{-6})^4}{16\,(11\times10^{-6})(8.314)(300)(1)}
=2.264\times10^{-16}\ \frac{\text{mol}}{\text{s Pa}^2}.
\]
With 133.32 Pa per Torr this is \(4.025\times10^{-6}\) µmol/(s Torr²). The squared pressures differ by \(760^2-100^2=567600\) Torr², so
\[
\dot n=4.025\times10^{-6}\times567600=2.28\ \text{µmol/s}.
\]
One sccm (1 cm³/min at 0 °C and 1 atm) is 0.7436 µmol/s, so the feed is 3.07 sccm. The inlet density would have given a rate too high by the factor \(2\times760/860=1.77\).

**Along the tube.** At the midpoint \(p=\sqrt{(760^2+100^2)/2}=542\) Torr, well above the mean of the end pressures, 430 Torr. The mean speed rises from 3.18 m/s at the inlet to \(3.18\times7.6=24.2\) m/s at the outlet. The pressure averaged over the length is
\[
\frac23\,\frac{760^3-100^3}{567600}=514\ \text{Torr}.
\]
Since \(pU\) is constant, the residence time is \(t=(1\ \text{m})\times514/(760\times3.18\ \text{m/s})=0.213\) s. A change of gas composition at the inlet therefore needs a time of this order to reach the chamber.

**Chamber pressure.** Halving the chamber pressure to 50 Torr, with everything else fixed, raises the feed to 3.11 sccm, or by 1.3 %. The feed is insensitive because \(p_2^2\) is small beside \(p_1^2\). Choking is not the cause: inertia, which choking requires, is still weak. The ratio \(2\rho U^2/p\) at the outlet is 0.0075 at 100 Torr and, since it grows nearly as \(1/p_2^2\), about 0.03 at 50 Torr.

If this capillary is the chamber's sole feed, a chamber of volume \(V\) and uniform temperature \(T_c\) holds \(p_2V/(RT_c)\) moles. Its residence time, moles held divided by feed rate, is \(p_2V/(\dot nRT_c)\). Halving \(p_2\) then multiplies this time by \(0.5/1.013=0.49\). With \(V\) and \(T_c\) fixed, the chamber pressure thus controls the residence time in the chamber while leaving the feed almost unchanged, as long as \(p_2^2\) stays small beside \(p_1^2\).

**Validity.** The Reynolds number is 28, far below the rough value of 2000 near which pipe flow can become turbulent. At the outlet the pressure changes over \(2\times100^2/567600\) of the length, or 3.5 cm, which is much more than the radius. There \(2\rho U^2/p=0.0075\), and the mean free path of 0.41 µm is 0.0054 of the radius. The effects on the rate, relative to (1), are:

- slip: \(8\times0.408\times100/(75\times860)\), or +0.51 % (about +0.58 % with the larger slip speed of the kinetic treatment);
- inertia: \(-\tfrac18\times0.00212\times\ln7.6\), or −0.054 %;
- non-ideality of the density, at fixed viscosity: +0.12 %.

Together these three raise the rate by about 0.6 %. The list leaves out two effects of opposite sign. The viscosity of a real gas rises slightly with density, against assumption 2; rough correlations for methane put the effect on the rate at −0.06 to −0.08 %, which cancels half or more of the non-ideality term. Also, (1) refers to the pressures just inside the tube, whereas the line pressure was used: accelerating the gas into the parabolic profile costs about \(\rho U^2\approx7\) Pa at the inlet, or 0.01 to 0.02 % of the rate. The net correction is therefore 0.5 to 0.6 %. At the outlet the axis is about 0.4 K colder than the wall, which is negligible beside 300 K.

At a much lower chamber pressure, assumption 3 would fail near the outlet of this tube. With \(\dot n\) nearly fixed, \(2\rho U^2/p\) at the outlet grows as \(1/p_2^2\). By this scaling it would reach 1 near \(100\sqrt{0.0075}\approx9\) Torr, and the first-order treatment of inertia fails before that. The other assumptions fail there too: at 9 Torr the same formulas give a pressure scale of less than four radii, a mean free path of 0.06 of the radius, and an axis nearly 50 K colder than the wall.

**Comparison with a real feed.** Microwave-plasma diamond deposition often runs near 100 Torr, with a few sccm of methane in a much larger hydrogen flow, so the pressure and methane rate here are of realistic size. The bare capillary is a model choice; a mass-flow controller commonly sets the feed. In a real capillary the assumptions of a known, uniform bore and a known, uniform temperature matter more than the corrections above. Since \(\dot n\propto a^4\), a radius 5 % above the nominal value raises the rate by 22 %. If the whole tube warms by 10 K at fixed end pressures, and the viscosity rises roughly as \(T^{0.9}\), then \(\dot n\propto T^{-1.9}\) and the rate falls by 6 %. An error in the rough viscosity enters the rate in inverse proportion. The inlet pressure matters too: here a 1 % rise in it raises the rate by 2 %, because \(\dot n\propto p_1^2-p_2^2\). Metering to 1 % with such a capillary therefore calls for a steady inlet pressure and a steady temperature. Calibration with the gas in use avoids relying on the nominal radius and the rough viscosity.

The numerical output below includes a second determination of the rate and of the residence time. The local flow law was integrated along the tube and the rate adjusted until the inlet pressure came out at 760 Torr. This gave 2.284 µmol/s and 0.213 s, in agreement with (1) and (5).

## Values computed for the example and the checks

```
INPUTS (gas properties rough)
tube radius: 75 um
tube length: 1 m
temperature: 300 K
inlet pressure: 760 Torr
outlet pressure: 100 Torr
CH4 viscosity: 11 uPa s
CH4 molar mass: 16.04 g/mol
CH4 thermal conductivity: 0.034 W/(m K)
CH4 second virial coefficient: -42 cm^3/mol
viscosity temperature exponent: 0.9
RESULTS
pi a^4/(16 mu R T L): 4.025e-06 umol/(s Torr^2)
p1^2 - p2^2: 567600 Torr^2
molar rate, formula: 2.284 umol/s
molar rate, numerical march: 2.284 umol/s
one sccm: 0.7436 umol/s
molar rate, formula: 3.072 sccm
overestimate factor with inlet density: 1.767
midpoint pressure: 542 Torr
mean speed at inlet: 3.18 m/s
mean speed at outlet: 24.2 m/s
mean residence time in tube: 0.213 s
residence time, numerical march: 0.213 s
halved outlet pressure: 50 Torr
rate at halved outlet pressure: 3.113 sccm
its change in rate: 1.32 %
VALIDITY AND NEGLECTED EFFECTS
Reynolds number: 28.3
Reynolds number times a/L: 0.00212
mean free path at outlet: 0.408 um
mean free path / radius at outlet: 0.00544
2 rho U^2/p at outlet: 0.00752
inertia factor, radial solution: 2
momentum-flux factor, radial solution: 1.333
rate change from slip: 0.51 %
rate change from inertia: -0.054 %
rate change from non-ideality: 0.12 %
axis colder than wall at outlet by: 0.38 K
rate change for 10 K warmer tube: -6 %
```
